# Relative-speed weighting of gas partners in sputtered-atom Monte Carlo

A simulation of sputtered aluminium crossing argon must decide, at every collision, which argon atom has been hit. One may draw its velocity straight from the gas Maxwellian, or favour gas atoms that approach quickly. For the model below, at 400 K, the first choice combined with the correct collision rate makes the aluminium settle at an apparent temperature of 333 K. The second gives 400 K. The difference matters when the energy of slow atoms is an output and these atoms are not much heavier than the gas atoms.

## Three velocities by hand

Take hard rods of equal mass on a line. In an elastic collision they exchange velocities, so the test rod leaves with its partner's velocity. Let the gas velocities, in some unit, be $-1,0,1$ with probabilities

$$p(-1)=\tfrac14,\qquad p(0)=\tfrac12,\qquad p(1)=\tfrac14 .$$

A test rod of velocity $v$ meets gas rods of velocity $V$ at a rate proportional to $|v-V|\,p(V)$: fast approach sweeps up more partners per unit time. The mean relative speeds, which set the total rates, are

$$\bar g(0)=\tfrac14+0+\tfrac14=\tfrac12,\qquad
\bar g(\pm1)=\tfrac14\cdot2+\tfrac12\cdot1+0=1 .$$

**Weighted partners.** If the test rod has the gas distribution $p$, the flow $0\to1$ is $p(0)\cdot1\cdot p(1)=\frac18$, and the flow $1\to0$ is $p(1)\cdot1\cdot p(0)=\frac18$. The same holds for $-1$, and the flows between $1$ and $-1$ agree by symmetry. Every pair of opposite flows cancels. This is detailed balance, and it keeps $p$ stationary.

**Unweighted partners, correct total rate.** Now the rate of $v\to V$ is $\bar g(v)p(V)$. Starting from $p$, the flow $0\to1$ is $\frac12\cdot\frac12\cdot\frac14=\frac1{16}$, but $1\to0$ is $\frac14\cdot1\cdot\frac12=\frac18$. Rods accumulate at rest. Balance requires $\pi(v)\bar g(v)p(V)=\pi(V)\bar g(V)p(v)$, so $\pi\propto p/\bar g$. The unnormalized values are $\frac14,1,\frac14$, hence

$$\pi=\left(\tfrac16,\tfrac23,\tfrac16\right),\qquad \langle v^2\rangle_\pi=\tfrac13
\quad\text{instead of}\quad \langle v^2\rangle_p=\tfrac12 .$$

The faulty process does have detailed balance, but about a distribution that is too cold.

**A misleading diagnostic.** Suppose the energy is recorded once per collision instead of over time. Collisions sample a velocity in proportion to its probability times its rate. In the faulty process this is $\pi\bar g\propto p$, with mean square $\frac12$, which looks right. In the correct process it is $p\bar g$, which gives $\frac13$ to each velocity and a mean square of $\frac23$. A per-collision histogram would acquit the wrong code and condemn the right one.

## The gas in three dimensions

A test atom of mass $m$ and velocity $\mathbf v$ moves through a uniform gas at rest, with atomic mass $M$, number density $n$ and temperature $T$. Test atoms do not meet each other or alter the gas. The cross-section $\sigma$ is constant, and scattering is isotropic in the centre-of-mass frame, as for classical hard spheres. Let $f_m,f_M$ be the normalized Maxwellian velocity densities and $g=|\mathbf v-\mathbf V|$. In a time $dt$ the test atom sweeps a volume $\sigma g\,dt$ relative to gas atoms of velocity $\mathbf V$. Therefore

$$\text{rate density}=n\sigma g f_M(\mathbf V),\qquad
\text{total rate}=n\sigma\bar g(v),\qquad
P(\mathbf V|\text{collision})=\frac{g f_M(\mathbf V)}{\bar g(v)} .$$

To find $\bar g$, measure speeds in $a=\sqrt{2kT/M}$ and put $s=v/a$. The vector $\mathbf g=\mathbf v-\mathbf V$ has the density $\pi^{-3/2}e^{-|\mathbf g-\mathbf s|^2}$. With $c$ the cosine between $\mathbf g$ and $\mathbf s$, integration over directions gives the density of $g$:

$$\frac{2\pi g^2}{\pi^{3/2}}e^{-g^2-s^2}\int_{-1}^{1}e^{2gsc}\,dc
=\frac{g}{s\sqrt\pi}\left[e^{-(g-s)^2}-e^{-(g+s)^2}\right].$$

Multiply by $g$ and integrate. Set $y=g-s$ in the first term and $y=-(g+s)$ in the second. Both integrands become $h(y)=(y+s)^2e^{-y^2}$, so

$$s\sqrt\pi\,\frac{\bar g}{a}=\int_{-s}^{\infty}h\,dy-\int_{-\infty}^{-s}h\,dy .$$

For the even part of $h$, the difference reduces to an integral from $-s$ to $s$:

$$\int_{-s}^{s}(y^2+s^2)e^{-y^2}dy=\sqrt\pi\left(s^2+\tfrac12\right)\operatorname{erf}s-se^{-s^2}.$$

The odd part, $2sy\,e^{-y^2}$, contributes $se^{-s^2}-(-se^{-s^2})=2se^{-s^2}$. Adding and dividing by $s\sqrt\pi$,

$$\boxed{\bar g(v)=a\left[\frac{e^{-s^2}}{\sqrt\pi}+\left(s+\frac1{2s}\right)\operatorname{erf}s\right]}$$

For $s\gg1$ this tends to $v$: the gas looks frozen. For small $s$, use $e^{-s^2}\simeq1-s^2$ and $\operatorname{erf}s\simeq(2/\sqrt\pi)(s-s^3/3)$. The second term becomes $(2/\sqrt\pi)(\frac12+\frac56s^2)$, and the sum is $\bar g\simeq(2a/\sqrt\pi)(1+s^2/3)$.

## The stationary law for any selection rule

Let a code draw partners with density proportional to $q(g)f_M(\mathbf V)$ and make collisions at total rate $r(v)$. Write $\langle q\rangle(v)=\int q(g)f_M(\mathbf V)\,d^3V$.

The collision is simplest in the variables

$$\mathbf v=\mathbf C+\frac{M}{m+M}\mathbf g,\qquad
\mathbf V=\mathbf C-\frac{m}{m+M}\mathbf g ,$$

where $\mathbf C$ is the centre-of-mass velocity. For each Cartesian component the determinant of this change is $-m/(m+M)-M/(m+M)=-1$, so $d^3v\,d^3V=d^3C\,d^3g$. The collision keeps $\mathbf C$ and $g$ and replaces the direction $\Omega$ of $\mathbf g$ by a uniformly random $\Omega'$. Since

$$\tfrac12mv^2+\tfrac12MV^2=\tfrac12(m+M)C^2+\tfrac12\mu g^2,\qquad \mu=\frac{mM}{m+M},$$

the product $f_mf_M$, which depends on the total energy alone, is unchanged. Let $K_q(\mathbf v\to\mathbf v')$ be the transition density with weight $q$, before division by $\langle q\rangle$. The flow from a velocity region $A$ to a region $B$, starting from $f_m$, is

$$\int d^3C\,g^2dg\,d\Omega\,\frac{d\Omega'}{4\pi}\;q(g)f_mf_M\,
\mathbf 1_A[\mathbf v(\Omega)]\,\mathbf 1_B[\mathbf v(\Omega')],$$

where $\mathbf 1$ is one inside the region and zero outside. Exchanging the names $\Omega$ and $\Omega'$ turns it into the flow from $B$ to $A$. Thus $f_m(v)K_q(\mathbf v\to\mathbf v')=f_m(v')K_q(\mathbf v'\to\mathbf v)$ for any weight $q(g)$.

The code's actual transition rate is $r(v)K_q/\langle q\rangle(v)$. The distribution

$$\boxed{\pi(v)\propto f_m(v)\,\frac{\langle q\rangle(v)}{r(v)}}$$

cancels the prefactor and leaves the symmetric flow $f_mK_q$. It is therefore stationary, with detailed balance, provided that it can be normalized. For positive $q$ and $r$ it is the one equilibrium, since Maxwellian partners connect all velocities.

The rule separates five combinations. The mean energies are for aluminium in argon, $m/M=0.675$.

| Weight $q$ | Rate $r$ | $\pi$ | Mean energy / $kT$ |
|---|---|---|---:|
| $g$ | $\propto\bar g$ | $f_m$ | 1.500 |
| 1 | $\propto\bar g$ | $f_m/\bar g$ | 1.249 |
| 1 | constant | $f_m$ | 1.500 |
| 1 | $\propto v$ | $f_m/v$ | 1.000 |
| $g$ | $\propto v$ | $f_m\bar g/v$ | 1.241 |

The third line limits the claim against unweighted partners: with a constant collision frequency they give the right equilibrium. They then describe a gas whose cross-section falls as $1/g$, so hard-sphere slowing-down is still not reproduced. The last two lines use the free path $1/(n\sigma)$ of a frozen gas. Weighting does not repair that path, because slow atoms are still hit too rarely.

As a test, the transition matrix between 120 speed bins was built from the collision mechanics and its stationary vector computed. Its mean energies agree with the table within $0.001\,kT$. For the flows $F_{ij}$ between bins, the imbalance $\sum|F_{ij}-F_{ji}|/\sum F_{ij}$ about the Maxwellian is 0.005 for the correct process and 0.177 for unweighted partners at rate $n\sigma\bar g$. About its own law $f_m/\bar g$, the latter process has 0.004. The small values are discretization error, since the proof gives zero.

## How large the error can be

For unweighted partners at the correct rate, the mass ratio sets the distortion. With $x^2=E/kT$, one has $s=x\sqrt{M/m}$.

If $m\ll M$, typical atoms have $s\gg1$ and $\bar g\to v$. The speed density $x^2e^{-x^2}$ becomes $xe^{-x^2}$, and

$$\frac{\langle E\rangle}{kT}\to\frac{\int_0^\infty x^3e^{-x^2}dx}{\int_0^\infty xe^{-x^2}dx}=\frac{1/2}{1/2}=1 .$$

One third of the thermal energy is lost.

If $m\gg M$, then $s$ is small and $1/\bar g\propto1-s^2/3=1-\frac{M}{3m}\epsilon$, with $\epsilon=E/kT$. To first order in $M/m$,

$$\langle\epsilon\rangle_\pi\simeq\frac{\langle\epsilon\rangle-\frac{M}{3m}\langle\epsilon^2\rangle}{1-\frac{M}{3m}\langle\epsilon\rangle}
\simeq\langle\epsilon\rangle-\frac{M}{3m}\left(\langle\epsilon^2\rangle-\langle\epsilon\rangle^2\right)
=\frac32-\frac{M}{2m},$$

because both the mean and the variance of $\epsilon$ in a Maxwellian are $\frac32$. For tungsten in argon this gives 1.39, against 1.419 from the full integral. The deficits relative to $\frac32kT$ are 22% for carbon, 17% for aluminium, 11% for copper and 5% for tungsten, all in argon.

## Reading energies from a run

Collisions sample $\pi r\propto f_m\langle q\rangle$. With $q=1$ this is $f_m$ whatever the rate, so the per-collision mean is $\frac32kT$ even when the time average is wrong.

For the correct process, average $E=\frac m2|\mathbf C+\frac{M}{m+M}\mathbf g|^2$ over $gf_mf_M$. The cross term vanishes by isotropy, and $\langle C^2\rangle=3kT/(m+M)$. For the relative energy $y=\mu g^2/2kT$, the weight $g\cdot g^2dg$ becomes $y\,dy$, so $\langle y\rangle=\int y^2e^{-y}dy/\int ye^{-y}dy=2$ and $\langle g^2\rangle=4kT/\mu$. Hence

$$\langle E\rangle_{\rm coll}=\frac{3kT}{2}\frac{m}{m+M}+2kT\frac{M}{m+M}
=kT\left[\frac32+\frac{M}{2(m+M)}\right].$$

For Al in Ar this is $1.798\,kT$. A simulation of 12,000 atoms started at 5 eV, with 30 collisions discarded and 120 recorded, gave the following means:

| Partners | Per time / $kT$ | Per collision / $kT$ |
|---|---:|---:|
| Weighted | $1.499\pm0.002$ | $1.798\pm0.002$ |
| Unweighted | $1.251\pm0.002$ | $1.501\pm0.002$ |

The approach to equilibrium also hides the fault. Averaging over the outgoing direction removes the cross term in $v'^2$, so the energy change is $-\frac{mM}{m+M}\mathbf C\cdot\mathbf g$, where

$$\mathbf C\cdot\mathbf g=\frac{mv^2-MV^2+(M-m)\mathbf v\cdot\mathbf V}{m+M}.$$

For unweighted partners $\langle\mathbf V\rangle=0$ and $M\langle V^2\rangle=3kT$, giving

$$\langle\Delta E\rangle=-\frac{2mM}{(m+M)^2}\left(E-\tfrac32kT\right).$$

The prefactor is 0.481 for Al in Ar. The mean excess energy is multiplied by 0.519 per collision, and seven collisions reduce 4.95 eV to about 0.05 eV. Collision by collision, the mean relaxes towards $\frac32kT$. This looks right, but $\frac32kT$ is the correct time average; the correct per-collision mean is the $1.798\,kT$ found above. Weighting each velocity by the time spent between collisions reveals the fault as a mean below $\frac32kT$.

## The algorithm

An efficient sampler follows from $g\le v+V$. Propose partners from $(v+V)f_M(\mathbf V)$ and accept with probability $g/(v+V)$; the accepted density is then proportional to $gf_M$. The proposal's normalization is $v+\bar V$, with $\bar V=2a/\sqrt\pi$ the mean gas speed, so the mean acceptance is $\bar g/(v+\bar V)$. Its lowest value on a scan over $0.01\le s\le10$ is 0.69.

1. Draw the flight time $t=-\ln U/[n\sigma\bar g(v)]$, with $U$ uniform on $(0,1)$, and move the atom by $\mathbf vt$.
2. With probability $v/(v+\bar V)$, draw $V$ from the density $\propto V^2e^{-V^2/a^2}$; otherwise use $\propto V^3e^{-V^2/a^2}$. In terms of $u=V^2/a^2$ these are $u^{1/2}e^{-u}$ and $ue^{-u}$, gamma laws of shape $\frac32$ and 2.
3. Give $\mathbf V$ an isotropic direction. Accept with probability $g/(v+V)$, or return to step 2.
4. Set $\mathbf v'=\mathbf C+\frac{M}{m+M}g\hat{\mathbf n}$, with $\hat{\mathbf n}$ isotropic.
5. Weight equilibrium energy averages by flight time.

## Aluminium crossing an argon gap

Take 10 mTorr, 400 K, a 6 cm gap and a launch energy of 5 eV. The chosen pair diameter of 0.32 nm gives $\sigma=\pi(0.32)^2=0.322$ nm². With $n=p/kT=2.41\times10^{14}$ cm⁻³, the length $1/(n\sigma)$ is 1.29 cm, and the gap is 4.7 such lengths.

Since $kT=0.0345$ eV, the true equilibrium mean is $1.5\times0.0345=0.0517$ eV. Unweighted partners give $1.249\times0.0345=0.0431$ eV, or $400\times1.249/1.5=333$ K. This is not a Maxwellian at 333 K: relative to the true distribution, the population is multiplied by 1.42 at $0.1\,kT$, 0.58 at $5\,kT$ and 0.42 at $10\,kT$.

For a gap this thin, an infinite gas exaggerates the effect on a film. In the gap simulation, 100,000 atoms leave the target with a cosine distribution, and both walls absorb. The fractions reaching the substrate, 0.327 weighted and 0.329 unweighted, differ by less than the statistical noise of this sample. So do the mean arrival energies, $0.373\pm0.005$ and $0.367\pm0.005$ eV, which fast atoms dominate. Both differences are small but not zero: with 250,000 atoms, unweighted selection gives a fraction about 2% higher and a mean energy 3–4% lower. Among arrivals below $10\,kT$, about 83% of the total, the means are $0.0865\pm0.0004$ and $0.0780\pm0.0004$ eV: unweighted selection makes them about 10% too low. With three times the gap or the pressure, nearly all arrivals lie below $10\,kT$, and the mean arrival energy is about 15% too low, close to the infinite-gas value. Even the weighted value exceeds $2kT=0.069$ eV, the mean energy carried by an equilibrium flux onto a wall, so this group does not arrive as an equilibrium flux.

These settings are rough values for magnetron sputtering, where launch energies are spread over a wide range. Real atoms are also softer than spheres. For a potential $\propto r^{-p}$, equating potential and collision energy gives a collision distance $\propto g^{-2/p}$ and $\sigma\propto g^{-4/p}$; the correct partner weight is then $g\sigma(g)$. With $p=6$, a simple law for thermal encounters, the weight is $g^{1/3}$. Unweighted partners at the matching rate then give $1.41\,kT$, a deficit of 6% instead of 17%. With $p=12$, a simple repulsive law, the cross-section at launch is 0.53 of its value at a relative energy of $2kT$. If 0.32 nm is taken as the diameter at thermal energies, fast atoms would then penetrate further than computed here.

Gas heating is comparable with the selection error. At an ion current of 5 mA/cm² and 0.6 sputtered atoms per ion, let the whole launch energy flux $Q$ be deposited uniformly across the gap $L$, with both walls at 400 K. If the gas touching the walls is also at 400 K, heat conduction, $\kappa T''=-Q/L$, gives a peak rise $QL/(8\kappa)$. The hard-sphere conductivity for an argon diameter $d=0.36$ nm makes this 55 K, or 14% of the gas temperature. This is only a scale: the argon free path, $1/(\sqrt2\,n\pi d^2)\approx7$ mm, is not very small against the gap, so the gas at a wall is hotter than the wall by an amount comparable with these 55 K if gas atoms accommodate fully to the wall temperature, and by more if they do not; the total rise for this heat input is correspondingly larger. Uniform deposition is also a simplification: in the hard-sphere model most of the energy is left in the third of the gap nearest the target, which lowers the conduction peak to about 40 K. Larger currents heat the gas more. The analogous diffusion estimate puts the metal density at 0.2% of the gas density, which supports neglecting metal–metal collisions. Ionization, gas flow and energetic neutrals reflected from the target are left out. The numerical output below lists the values used here.

## Values computed for the example and the checks

```
Al/Ar mass ratio m/M: 0.6754
gas: 10 mTorr, 400 K, kT = 0.03447 eV
gas density: 2.414e+14 cm^-3
pair diameter: 0.32 nm, sigma = 0.3217 nm^2
1/(n sigma): 1.288 cm; gap 6.0 cm
launch energy: 5.0 eV
gas speed a: 408.0 m/s
lowest mean acceptance of sampler: 0.6893
Stationary mean energy (kT): kernel / formula
  weighted, rate <g>: 1.5001 / 1.5000
  unweighted, rate <g>: 1.2491 / 1.2491
  unweighted, constant rate: 1.5002 / 1.5000
  unweighted, rate v: 0.9991 / 1.0000
  weighted, rate v: 1.2400 / 1.2409
Detailed-balance imbalance (sum|F-F^T|/sum F):
  weighted, about Maxwellian: 0.0047
  unweighted, about Maxwellian: 0.1772
  unweighted, about its own law: 0.0044
Simulation mean energy (kT), with standard error:
  weighted, per time: 1.4987 +- 0.0019
  weighted, per collision: 1.7977 +- 0.0020
  unweighted, per time: 1.2507 +- 0.0016
  unweighted, per collision: 1.5014 +- 0.0018
formula, weighted per collision: 1.7984 kT
true equilibrium mean energy: 0.05170 eV
unweighted mean energy: 0.04305 eV
unweighted apparent temperature: 333.1 K
unweighted/true population at 0.1 kT: 1.4225
unweighted/true population at 1.0 kT: 1.0408
unweighted/true population at 5.0 kT: 0.5795
unweighted/true population at 10.0 kT: 0.4232
Unweighted mean energy in Ar (kT), deficit (%):
  C: 1.1722, 21.85
  Al: 1.2491, 16.73
  Cu: 1.3341, 11.06
  W: 1.4186, 5.43
limits m/M = 1e-4, 1e4: 1.0004, 1.5000 kT
Substrate arrivals after the gap:
  weighted: arriving fraction 0.3271
    mean energy 0.3725 +- 0.0047 eV
    share below 10 kT 0.8253
    their mean 0.08652 +- 0.00040 eV
  unweighted: arriving fraction 0.3287
    mean energy 0.3674 +- 0.0047 eV
    share below 10 kT 0.8287
    their mean 0.07800 +- 0.00039 eV
r^-6 gas, unweighted mean energy: 1.4064 kT
r^-12 cross-section, launch/thermal: 0.534
ion current 5.0 mA/cm^2, yield 0.6
gas diameter 0.36 nm; gas heating 55.4 K
metal/gas density estimate: 0.0021
```
